\section*{Spacing of misfit dislocations in a fully relaxed film}

\section*{Problem}

A crystalline film has grown on a thick substrate of the same crystal structure. In the plane of the interface the natural lattice of the film is four per cent larger than that of the substrate. Straight, parallel misfit dislocations lying in the interface fully relieve the mismatch in the in-plane direction perpendicular to them. The part of their Burgers vector that lies in the interface and points perpendicular to the dislocation line, the in-plane edge component, is $b=0.192$~nm, measured in the relaxed film. Show that the mean distance between neighbouring dislocations is 4.8~nm.

\section*{Hints}

\begin{enumerate}
\item Consider the lattice planes that stand upright on the interface and run parallel to the dislocation lines. If the film planes are more widely spaced than the substrate planes, which crystal has more planes along a given length of interface?
\item Take each misfit dislocation to be a place where one plane ends at the interface. How is the difference between the two numbers of planes related to the number of dislocations?
\item Express ``fully relieved'' as a statement about the mean spacing of the film planes.
\item The mismatch is a ratio, so it needs a reference length. Decide whether that length belongs to the film or to the substrate, and ask the same question about $b$.
\end{enumerate}

\section*{Solution}

\subsection*{Conventions and assumptions}

Let $x$ run in the interface, perpendicular to the dislocation lines. The upright planes have spacing $d_s$ along $x$ in the substrate and $d_f$ in a film free of stress. The mismatch is referred to the substrate:
\begin{equation}
f=\frac{d_f-d_s}{d_s}=0.04,
\qquad\text{so that}\qquad d_f=(1+f)\,d_s .
\label{eq:f}
\end{equation}
The substrate is so thick that it keeps its own spacing $d_s$. The dislocations all have the same sign of edge component, since lines of opposite sign would cancel in the count of planes. Their remaining Burgers components, along the line and out of the interface, are taken to occur equally often with both signs. The film then has no net rotation or tilt, and its upright planes stay upright on average.

Near a dislocation the planes are bent. This does not disturb the argument, which uses mean spacings: a length divided by the number of planes it contains.

\subsection*{What the edge component measures}

Choose two places in the interface, one on each side of a single dislocation, where film and substrate planes meet in good registry. Walk from the first place to the second through the film and return through the substrate. In a perfect crystal the walk crosses equally many planes on the way out and on the way back. Here the return crosses one plane more, because one substrate plane has no partner in the film. The unbalanced step is one plane spacing along $x$, and this is the in-plane edge component of the Burgers vector. Measured in the relaxed film, it is
\begin{equation}
b=d_f .
\label{eq:b}
\end{equation}

This identification requires that the edge component be one plane spacing and not two. The solution treats this case, but the result does not depend on it. If the component were $n$ plane spacings, then $b=n\,d_f$, and each dislocation would account for $n$ planes. The count below would contain $n/S$ in place of $1/S$, full relief would require $n/S=f/d_f$, and again $S=n\,d_f/f=b/f$. The following geometry is an example with $n=1$. Take a crystal with an fcc lattice of cubic constant $a$, a (001) interface, and a line along $[110]$. The unit vectors along the line and across it in the interface are
\begin{equation}
\mathbf u=\frac{1}{\sqrt2}(1,1,0),\qquad
\mathbf m=\frac{1}{\sqrt2}(-1,1,0),
\end{equation}
and a possible Burgers vector is $\mathbf B=\tfrac{a}{2}(0,1,1)$, a shortest lattice vector. Its length and its two in-plane components are
\begin{equation}
|\mathbf B|=\frac{a}{2}\sqrt{2}=\frac{a}{\sqrt2},\qquad
\mathbf B\cdot\mathbf u=\frac{a}{2\sqrt2},\qquad
\mathbf B\cdot\mathbf m=\frac{a}{2\sqrt2}.
\end{equation}
The cosine of the angle between $\mathbf B$ and the line is $\mathbf B\cdot\mathbf u/|\mathbf B|=1/2$, so this is a $60^\circ$ dislocation. Its in-plane edge component is half its full length.

The spacing of the upright planes follows from the lattice points $\tfrac{a}{2}(i,j,k)$, where $i,j,k$ are integers with an even sum. Projected on $\mathbf m$, they lie at
\begin{equation}
\frac{a}{2}(i,j,k)\cdot\mathbf m=\frac{a}{2\sqrt2}\,(j-i).
\end{equation}
The difference $j-i$ can be any integer, because $k$ can be chosen to make the sum even. The planes are therefore $a/(2\sqrt2)$ apart, equal to $\mathbf B\cdot\mathbf m$: one $60^\circ$ dislocation accounts for one plane. In the diamond and zincblende structures a second atom sits at $\tfrac{a}{4}(1,1,1)$ from each lattice point. Its projection on $\mathbf m$ is zero, so it lies in the same upright plane and adds no new ones.

With $b=0.192$~nm the full Burgers vector is 0.384~nm long, and $a=0.543$~nm. The data are not those of a particular pair of materials: 0.543~nm is the lattice constant of silicon, which is the substrate in germanium on silicon, where the film value is $b=0.200$~nm and $f=0.042$. The spacing sought here depends on the smaller number.

\subsection*{Counting the planes}

Take a length $L$ of interface that contains many dislocations, and let $S$ be their mean distance. The numbers of substrate planes and of dislocations are
\begin{equation}
N_s=\frac{L}{d_s},\qquad N_d=\frac{L}{S}.
\end{equation}
The film is the larger crystal, so it has fewer planes in the same length, one fewer for each dislocation:
\begin{equation}
N=N_s-N_d=\frac{L}{d_s}-\frac{L}{S}.
\end{equation}
The mean spacing of the film planes is $d=L/N$. Dividing the last equation by $L$ gives
\begin{equation}
\frac1d=\frac1{d_s}-\frac1S .
\label{eq:count}
\end{equation}
This holds for any degree of relief. Without dislocations, $S\to\infty$ and $d=d_s$: the film is squeezed into the spacing of the substrate. Each dislocation removes a plane from the film and gives the others more room.

\subsection*{The condition of full relief}

The mismatch along $x$ is fully relieved when the film planes have their natural mean spacing, $d=d_f$. This is a condition of zero mean strain along $x$. It also means zero stress along $x$ only if the other in-plane direction is relieved as well; a film still compressed along the lines tends to widen along $x$ through the Poisson effect. Equation~\eqref{eq:count} then becomes
\begin{equation}
\frac1S=\frac1{d_s}-\frac1{d_f}.
\label{eq:relief}
\end{equation}
From Eq.~\eqref{eq:f}, $1/d_s=(1+f)/d_f$. Therefore
\begin{equation}
\frac1S=\frac{1+f}{d_f}-\frac{1}{d_f}=\frac{f}{d_f},
\end{equation}
and with $d_f=b$ from Eq.~\eqref{eq:b},
\begin{equation}
S=\frac{b}{f}.
\label{eq:S}
\end{equation}
No power of $f$ has been dropped. With the stated conventions the relation is not limited to small mismatch as far as the count of planes goes. The picture of separate dislocations does need $S\gg b$, that is $f\ll1$, so that a stretch of good registry remains between neighbouring lines. It also needs dislocation cores that are narrow compared with $S$; at a weakly bonded interface the cores can spread until no such stretch is left.

Inserting the numbers,
\begin{equation}
S=\frac{0.192\ \text{nm}}{0.04}=4.8\ \text{nm},
\end{equation}
which is the spacing to be shown.

\subsection*{Checking and reading the number}

The result can be checked by laying the two rows of planes side by side. The substrate spacing is
\begin{equation}
d_s=\frac{b}{1+f}=\frac{0.192\ \text{nm}}{1.04}=0.1846\ \text{nm}.
\end{equation}
One period of 4.8~nm contains $4.8/0.192=25$ film planes and $4.8/0.1846=26$ substrate planes. The two rows come back into registry after this distance, with one substrate plane left without a partner. The numerical output includes a longer count, in which each film plane is paired with the nearest substrate plane. The pairing slips 8000 times, and the mean distance between slips is 4.800~nm.

The ratio $S/b=1/f=25$ has a direct meaning. Each film plane is displaced from its substrate partner by a further four per cent of a substrate spacing. After 25 film planes the displacements add up to one whole substrate spacing, and a plane must be skipped. If $1/f$ is not an integer, $S$ is still the mean distance. Two rigid rows can slip only after whole numbers of film planes, so the individual distances then differ from one another.

The spacing is inversely proportional to the mismatch. For a small error $\delta f$ in $f$, the relative error of $S$ is $\delta S/S=-\delta f/f$. If the mismatch is uncertain by 0.1 percentage points out of 4, the spacing is uncertain by 2.5 per cent, or about 0.1~nm.

The choice of reference lattice matters at a similar level. Suppose that 0.192~nm had been measured in the substrate, so that $d_s=b$ and $d_f=(1+f)b$. Equation~\eqref{eq:relief} still gives $S=d_f/f$, but now
\begin{equation}
S=\frac{(1+f)\,b}{f}=\frac{1.04\times0.192\ \text{nm}}{0.04}=4.99\ \text{nm}.
\end{equation}
This exceeds 4.8~nm by the fraction $f$, four per cent. With both $b$ and the reference length of $f$ taken from the substrate, $S=b/f$ is thus a leading-order result for small $f$. It is exact when one of the two is referred to the film and the other to the substrate.

\subsection*{What one array does not do}

The array relieves the mismatch along $x$. Along the dislocation lines it leaves the numbers of planes in film and substrate equal, since a path parallel to the lines crosses none of them. A film that is mismatched equally in both in-plane directions therefore needs at least one further array, running in another direction. In the (001) geometry above, a second array can run perpendicular to the first. The upright planes have the same spacing in both directions, so for dislocations with the same edge component the same count gives the second array the same spacing of 4.8~nm. The result is a square network of lines.

Full relief is an input to this problem. The count of planes gives the number of dislocations that full relief requires; it does not say whether they form. That depends on the film thickness, through the balance between the elastic energy stored in the film and the energy of the dislocations, and on whether dislocations can reach the interface. A film below its critical thickness can stay free of misfit dislocations, and a film somewhat above it may be only partly relieved. The first film has no lines at all; in the second, their mean distance is larger than $b/f$. Both films remain strained. In the energy balance the spacing stays above $b/f$ at any finite thickness, because near zero strain removing a few lines saves line energy at first order and costs elastic energy only at second order; $b/f$ is approached as the film becomes thick. An isotropic estimate for $f=0.04$ puts the critical thickness at only about 1~nm.

\section*{Variation 1: dislocations twice as far apart}

\emph{The same film has $60^\circ$ dislocations at a mean distance of 9.6~nm. What strain remains along $x$?}

The distance 9.6~nm is what results if the full Burgers vector is put in place of its edge component: $0.384\ \text{nm}/0.04=9.6$~nm. To find the strain, insert $1/d_s=(1+f)/b$ in Eq.~\eqref{eq:count}:
\begin{equation}
\frac1d=\frac{1+f}{b}-\frac1S=\frac{1}{b}\left(1+f-\frac bS\right).
\end{equation}
The strain of the film, relative to its natural spacing $d_f=b$, is
\begin{equation}
\varepsilon=\frac{d}{b}-1=\frac{1}{1+f-b/S}-1
=-\frac{f-b/S}{1+f-b/S}\approx-\left(f-\frac bS\right),
\label{eq:strain}
\end{equation}
where the last form is the leading order for small $f-b/S$. Here $b/S=0.192/9.6=0.02$, and
\begin{equation}
\varepsilon=\frac{1}{1.02}-1=-0.0196 .
\end{equation}
The film is still compressed by 1.96 per cent; the leading-order form gives 2.00 per cent. About half of the mismatch is unrelieved, because there are half as many dislocations as full relief requires.

Equation~\eqref{eq:strain} also covers the other cases. For $S\to\infty$ it gives $\varepsilon=-f/(1+f)$, the compression of a film without dislocations. The strain vanishes at $S=b/f$. For a still smaller $S$ it is positive: too many planes have been removed, and the film is stretched.

A distance of 9.6~nm would mean full relief for a different kind of dislocation. If the whole Burgers vector of 0.384~nm lies in the interface and perpendicular to the line, each dislocation accounts for two upright planes. Half as many lines are then enough.

\section*{Variation 2: a film with the smaller lattice}

\emph{The relaxed film again has $b=d_f=0.192$~nm, but its lattice is four per cent smaller than that of the substrate, $f=-0.04$. What is the spacing at full relief?}

The film now has more planes than the substrate in the same length, one more for each dislocation. The sign of the dislocation term in Eq.~\eqref{eq:count} is reversed:
\begin{equation}
\frac1{d_f}=\frac1{d_s}+\frac1S .
\end{equation}
Solving for $1/S$ and using $1/d_s=(1+f)/d_f$ with $d_f=b$,
\begin{equation}
\frac1S=\frac{1}{b}-\frac{1+f}{b}=-\frac{f}{b}=\frac{|f|}{b},
\qquad
S=\frac{b}{|f|}=4.8\ \text{nm}.
\end{equation}
The spacing is the same, but the arrangement differs. The substrate spacing is $0.192\ \text{nm}/0.96=0.200$~nm, so one period holds 25 film planes and $4.8/0.200=24$ substrate planes. The plane without a partner now belongs to the film. Without dislocations this film would be stretched, and each dislocation relieves the tension by adding a plane to it.

\section*{Numbers as computed}
\begin{verbatim}
mismatch f: 4.0 %
in-plane edge Burgers component b: 0.192 nm
film plane spacing: 0.1920 nm
substrate plane spacing: 0.1846 nm
dislocation spacing b/f: 4.800 nm
dislocation spacing from plane count: 4.800 nm
dislocations found in the count: 8000 (number)
film planes per period: 25 (number)
substrate planes per period: 26 (number)
dislocations per length: 0.2083 per nm
spacing if b is the substrate value: 4.992 nm
same, from plane count: 4.992 nm
angle between Burgers vector and line: 60.0 degrees
full Burgers vector length: 0.384 nm
its in-plane edge component: 0.192 nm
upright plane spacing from lattice points: 0.192 nm
spacing if full length is wrongly used: 9.600 nm
film strain left at that spacing: -1.96 %
first-order estimate of it: -2.00 %
plane count for that strained film: 9.600 nm
\end{verbatim}
